# Grain-boundary resistivity of a metal from parallel delta-function planes: a numerical check

```python
"""
Result under test: resistivity of a free-electron metal with parallel delta-like
grain boundaries normal to the current (Mayadas-Shatzkes function),
    rho0/rho = 3*(1/3 - a/2 + a^2 - a^3*ln(1 + 1/a)),  a = 2*(l0/D)*R/(1 - R).
rho0: bulk resistivity, l0: bulk mean free path, D: mean plane spacing,
R: reflection probability of one plane at normal incidence, s = R/(1 - R),
mu = |kx|/kF. The sharp-plane solver uses the full R(mu) = s/(s + mu^2),
particle-conserving bulk collisions and a self-adjusting local potential.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

rng = np.random.default_rng(7)


def unit_gauss(count):
    """Gauss-Legendre nodes and weights on (0, 1)."""
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


def closed_ratio(alpha):
    """rho0/rho from the closed form, with extra digits against cancellation."""
    with mp.workdps(50):
        a = mp.mpf(float(alpha))
        value = 3 * (mp.mpf(1) / 3 - a / 2 + a**2 - a**3 * mp.log(1 + 1 / a))
        return float(value)


def sharp_plane_ratio(s, spacing, count=48):
    """rho0/rho for sharp periodic planes; spacing is D/l0.
    Even part p and odd part q obey mu*p' = -q, mu*q' = -(p - <p>)."""
    mu, w = unit_gauss(count)
    root = np.sqrt(w)
    matrix = (np.eye(count) - np.outer(root, root)) / np.outer(mu, mu)
    kappa2, z = np.linalg.eigh(matrix)
    kappa = np.sqrt(kappa2[1:])          # the first mode is the constant one
    phi = z[:, 1:] / (mu * root)[:, None]
    # unknowns: linear-gradient amplitude, then amplitudes of decaying modes
    system = np.empty((count, count))
    system[:, 0] = s / mu + spacing / 2
    system[:, 1:] = -phi * (s * kappa / mu[:, None]
                            + np.tanh(kappa * spacing / 2))
    scale = np.abs(system).max(axis=0)
    answer = np.linalg.solve(system / scale, np.full(count, spacing / 2))
    return answer[0] / scale[0]


def wave_through_planes(beta, phases):
    """Exact waves through delta planes, beta = gamma/kx; phases = kx*gap.
    Returns R_total/T_total and 1/T_total for each column of phases."""
    forward = np.ones(phases.shape[1], complex)
    backward = np.zeros(phases.shape[1], complex)
    for phase in phases:
        total = forward + backward
        turn = np.exp(1j * phase)
        forward = (forward + 1j * beta * total) / turn
        backward = (backward - 1j * beta * total) * turn
    return np.abs(backward)**2, np.abs(forward)**2


def order_factor(k_gap, k_sd):
    """Structure factor at 2*kx for independent Gaussian spacings."""
    chi = np.exp(2j * k_gap - 2 * k_sd**2)
    return (1 - np.abs(chi)**2) / np.abs(1 - chi)**2


# --- one plane: narrow square barrier of fixed area against the delta result
for k, gamma in ((1.0, 0.42), (0.3, 0.42), (1.0, 2.0)):
    width = 1e-5
    step = expm(np.array([[0, 1], [2 * gamma / width - k**2, 0]]) * width)
    left_in = step @ np.array([1, 1j * k])
    left_out = step @ np.array([1, -1j * k])
    lhs = np.column_stack([-left_out, np.array([1, 1j * k])])
    r_amp = np.linalg.solve(lhs, left_in)[0]
    assert abs(abs(r_amp)**2 - gamma**2 / (gamma**2 + k**2)) < 1e-4

# --- many weak planes: exact mean reflection against the golden-rule rate
# sampling error is near 1.6 percent, end effects near 1 percent
order_rows = []
for k_gap, k_sd in ((2.0, 0.35), (3.4, 0.35), (10.0, 1.5)):
    gaps = rng.normal(k_gap, k_sd, size=(1000, 4000))
    r_over_t, inv_t = wave_through_planes(1e-3, gaps)
    measured = np.mean(r_over_t / inv_t) / (1000 * 1e-6)
    predicted = order_factor(k_gap, k_sd)
    assert abs(measured / predicted - 1) < 0.08
    order_rows.append((k_gap, k_sd, measured, predicted))

# --- closed form against its defining integral, and its two limits
for a in (0.05, 0.7, 5.0, 60.0):
    integral = 3 * quad(lambda m: m**3 / (m + a), 0, 1, epsabs=1e-13)[0]
    assert abs(closed_ratio(a) / integral - 1) < 1e-9
assert abs((1 / closed_ratio(1e-4) - 1) / 1.5e-4 - 1) < 1e-3
assert abs(1 / closed_ratio(1e3) - (4e3 / 3 + 16 / 15)) < 1e-2

# --- example inputs (rough, copper-like)
density = 85e27
l0, D, R, temperature = 40e-9, 20e-9, 0.15, 300.0
spacing_sd, film = 5e-9, 40e-9
hbar, mass, charge = const.hbar, const.m_e, const.e
kF = (3 * np.pi**2 * density)**(1 / 3)
vF = hbar * kF / mass
EF = (hbar * kF)**2 / (2 * mass)
tau = l0 / vF
s = R / (1 - R)
gamma = kF * np.sqrt(s)
strength = hbar**2 * gamma / mass
alpha = 2 * l0 / D * s
rho0 = mass / (density * charge**2 * tau)
ratio = closed_ratio(alpha)
rho = rho0 / ratio
micro = 1e8                              # ohm m to micro-ohm cm

# --- sharp-plane transport: convergence, both limits, and the factor 2
sharp = sharp_plane_ratio(s, D / l0)
assert abs(sharp / sharp_plane_ratio(s, D / l0, 96) - 1) < 1e-3
small_gap = 0.01
dense = sharp_plane_ratio(alpha * small_gap / 2, small_gap)
assert abs(dense / ratio - 1) < 0.01
assert abs(dense / closed_ratio(alpha / 2) - 1) > 0.1
strong = sharp_plane_ratio(s, 1e-3) / closed_ratio(2 * s / 1e-3)
assert abs(strong - 1) < 0.01
weak_s = 1e-4
weak = (1 / sharp_plane_ratio(weak_s, D / l0) - 1) / (3 * weak_s * l0 / D)
assert abs(weak - 1) < 0.01

# --- conductivity at finite temperature from the full k-space integral
kT = const.k * temperature
mu, w_mu = unit_gauss(200)
u, w_u = unit_gauss(200)
x = 50 * (u - 0.5)
energy = EF + kT * x
k = np.sqrt(2 * mass * energy) / hbar
rate = 1 / tau + 2 * hbar * gamma**2 / (mass * D * k[:, None] * mu)
angular = 2 * np.sum(w_mu * (hbar * k[:, None] * mu / mass)**2 / rate, axis=1)
window = 50 * w_u / (4 * np.cosh(x / 2)**2)
sigma_T = charge**2 / (2 * np.pi**2) * np.sum(
    window * k * mass / hbar**2 * angular)
thermal_shift = 1 / (sigma_T * rho) - 1
assert abs(thermal_shift) < 1e-3

# --- coherent pairs of planes, averaged over a full turn of phase
pair_factors = []
for direction in (1.0, np.sqrt(0.5)):
    beta = np.sqrt(s) / direction
    turns = np.linspace(0, np.pi, 400, endpoint=False)
    mean_pair = np.mean(wave_through_planes(beta, np.tile(turns, (2, 1)))[0])
    R_dir = s / (s + direction**2)
    assert abs(mean_pair / (2 * R_dir / (1 - R_dir)**2) - 1) < 1e-9
    pair_factors.append(mean_pair / (2 * R_dir / (1 - R_dir)))
pair_ratio = 3 * quad(
    lambda m: m**2 / (1 + alpha / m * (1 + s / m**2)), 1e-12, 1)[0]

# --- other neglected effects
constant_R_ratio = 3 * quad(lambda m: m**2 / (1 + alpha * m), 0, 1)[0]
fine = (np.arange(400000) + 0.5) / 400000
order = order_factor(kF * D * fine, kF * spacing_sd * fine)
order_ratio = 3 * np.mean(fine**3 / (fine + alpha * order))
assert abs(order_ratio / ratio - 1) < 0.01
# diffuse film surfaces alone: average over depth and over angle to the normal
depth, w_depth = unit_gauss(200)
survive = 1 - np.exp(-(film / l0) * depth[:, None] / mu)
film_ratio = 1.5 * np.sum(w_depth[:, None] * w_mu * (1 - mu**2) * survive)

print("INPUTS (rough, copper-like)")
print(f"electron density = {density*1e-27:.1f} nm^-3")
print(f"bulk mean free path l0 = {l0*1e9:.1f} nm")
print(f"mean plane spacing D = {D*1e9:.1f} nm")
print(f"normal-incidence reflection R = {R:.3f}")
print(f"temperature = {temperature:.0f} K")
print("INTERMEDIATE VALUES")
print(f"Fermi wavenumber = {kF*1e-9:.3f} nm^-1")
print(f"Fermi energy = {EF/charge:.3f} eV")
print(f"Fermi velocity = {vF*1e-6:.3f} 1e6 m/s")
print(f"bulk relaxation time = {tau*1e15:.2f} fs")
print(f"s = R/(1-R) = {s:.4f}")
print(f"gamma = {gamma*1e-9:.3f} nm^-1")
print(f"barrier strength S = {strength/charge*1e9:.4f} eV nm")
print(f"alpha = {alpha:.4f}")
print(f"R_c giving same alpha without factor 2 = {2*s/(1+2*s):.4f}")
print("MAIN RESULT")
print(f"bulk resistivity = {rho0*micro:.3f} micro-ohm cm")
print(f"rho0/rho = {ratio:.4f}; rho/rho0 = {1/ratio:.4f}")
print(f"resistivity = {rho*micro:.3f} micro-ohm cm")
print(f"same R, alpha without 2: rho/rho0 = {1/closed_ratio(alpha/2):.4f}")
print("GRAIN SIZE: D (nm), alpha, rho/rho0 formula, sharp planes")
for size in (10e-9, 20e-9, 40e-9, 80e-9):
    a = 2 * l0 / size * s
    print(f"{size*1e9:5.0f} {a:8.4f} {1/closed_ratio(a):8.4f} "
          f"{1/sharp_plane_ratio(s, size/l0):8.4f}")
print("REFLECTION at example D: R, alpha, rho/rho0 formula, sharp planes")
for refl in (0.05, 0.15, 0.30, 0.50):
    s_row = refl / (1 - refl)
    a = 2 * l0 / D * s_row
    print(f"{refl:5.2f} {a:8.4f} {1/closed_ratio(a):8.4f} "
          f"{1/sharp_plane_ratio(s_row, D/l0):8.4f}")
print("CHECKS")
print("kx*D, kx*b, exact mean reflection/(N beta^2), structure factor")
for row in order_rows:
    print("{:5.1f} {:5.2f} {:8.4f} {:8.4f}".format(*row))
print(f"D/l0={small_gap}, example alpha: sharp rho0/rho = {dense:.5f}")
print(f"D/l0=0.001, example R: sharp/formula rho0/rho = {strong:.5f}")
print(f"s={weak_s}, example D: added resistivity/first order = {weak:.5f}")
print("NEGLECTED EFFECTS (example)")
print(f"sharp planes: rho change = {100*(ratio/sharp-1):.2f} %")
print(f"coherent-pair factor, normal incidence = {pair_factors[0]:.4f}")
print(f"coherent-pair factor, 45 degrees = {pair_factors[1]:.4f}")
print(f"all pairs coherent: rho change = {100*(ratio/pair_ratio-1):.1f} %")
print(f"angle-independent R: rho change = "
      f"{100*(ratio/constant_R_ratio-1):.1f} %")
print(f"spacing spread b = {spacing_sd*1e9:.1f} nm: rho change = "
      f"{100*(ratio/order_ratio-1):.4f} %")
print(f"thermal smearing: rho change = {100*thermal_shift:.4f} %")
print(f"diffuse {film*1e9:.0f} nm film, no planes: rho/rho0 = "
      f"{1/film_ratio:.4f}")
print("tests ok")
```

Output:

```
INPUTS (rough, copper-like)
electron density = 85.0 nm^-3
bulk mean free path l0 = 40.0 nm
mean plane spacing D = 20.0 nm
normal-incidence reflection R = 0.150
temperature = 300 K
INTERMEDIATE VALUES
Fermi wavenumber = 13.602 nm^-1
Fermi energy = 7.049 eV
Fermi velocity = 1.575 1e6 m/s
bulk relaxation time = 25.40 fs
s = R/(1-R) = 0.1765
gamma = 5.714 nm^-1
barrier strength S = 0.4354 eV nm
alpha = 0.7059
R_c giving same alpha without factor 2 = 0.2609
MAIN RESULT
bulk resistivity = 1.644 micro-ohm cm
rho0/rho = 0.5049; rho/rho0 = 1.9805
resistivity = 3.255 micro-ohm cm
same R, alpha without 2: rho/rho0 = 1.4991
GRAIN SIZE: D (nm), alpha, rho/rho0 formula, sharp planes
   10   1.4118   2.9314   2.9301
   20   0.7059   1.9805   1.9775
   40   0.3529   1.4991   1.4942
   80   0.1765   1.2540   1.2485
REFLECTION at example D: R, alpha, rho/rho0 formula, sharp planes
 0.05   0.2105   1.3017   1.3003
 0.15   0.7059   1.9805   1.9775
 0.30   1.7143   3.3371   3.3330
 0.50   4.0000   6.3923   6.3876
CHECKS
kx*D, kx*b, exact mean reflection/(N beta^2), structure factor
  2.0  0.35   0.1457   0.1470
  3.4  0.35   1.5811   1.5393
 10.0  1.50   0.9918   1.0089
D/l0=0.01, example alpha: sharp rho0/rho = 0.50493
D/l0=0.001, example R: sharp/formula rho0/rho = 1.00000
s=0.0001, example D: added resistivity/first order = 0.99945
NEGLECTED EFFECTS (example)
sharp planes: rho change = -0.15 %
coherent-pair factor, normal incidence = 1.1765
coherent-pair factor, 45 degrees = 1.3529
all pairs coherent: rho change = 17.3 %
angle-independent R: rho change = -23.5 %
spacing spread b = 5.0 nm: rho change = -0.0000 %
thermal smearing: rho change = -0.0027 %
diffuse 40 nm film, no planes: rho/rho0 = 1.4623
tests ok
```
